# Sternheimer Equations for the GW Polarizability Without Empty States

Anyone setting up a GW calculation must decide how many empty bands to generate for the polarizability, or whether to generate any. The theorem below permits the second choice: one linear equation per filled state and perturbation replaces the band sum, with no truncation error. What remains is the error of the basis, the k mesh and the linear solver and, in a crystal, of the number of reciprocal-lattice vectors kept in the dielectric matrix. The silicon example shows why the choice matters: a sum that looks converged in the macroscopic dielectric function can still miss much of the short-range screening.

## Setting and assumptions

Let $H$ be a fixed Hermitian one-electron Hamiltonian in a finite basis, with orthonormal eigenstates $\psi_m$ and energies $\varepsilon_m$. States $v$ hold two electrons each and states $c$ are empty. The smallest difference $\varepsilon_c-\varepsilon_v$ is the gap $E_g>0$. "Independent-particle" means that $H$ does not react to the density change. Define
$$P_c=1-\sum_v|\psi_v\rangle\langle\psi_v|=\sum_c|\psi_c\rangle\langle\psi_c| .$$
The second equality is completeness within the basis, so "all empty states" means all those the basis contains.

A real local potential $V(\mathbf r)$ is switched on as $\lambda V e^{\omega t/\hbar}$, where $\omega>0$ is an energy and $\lambda$ is small. A field of frequency $z$ varies as $e^{-izt/\hbar}$, and $z=i\omega$ gives this growing exponential. Imaginary frequency is thus a smooth ramp, and the density response is the coefficient $\Delta n(\mathbf r)$ of $\lambda e^{\omega t/\hbar}$ in the density.

**Theorem.** For $\omega\ge 0$ let $\Delta\psi_v$ be the solution in the empty space, $P_c\Delta\psi_v=\Delta\psi_v$, of
$$(H-\varepsilon_v-i\omega)\,\Delta\psi_v=-P_cV\psi_v. \tag{1}$$
Then
$$\Delta n=4\,\mathrm{Re}\sum_v\psi_v^*\Delta\psi_v=-4\,\mathrm{Re}\sum_{vc}\frac{\psi_v^*\psi_c\,V_{cv}}{\varepsilon_c-\varepsilon_v-i\omega}, \tag{2}$$
with $V_{cv}=\langle\psi_c|V|\psi_v\rangle$. At $\omega=0$ the response is the limit $\omega\to0$.

## Proof

**Lemma 1 (linearized ramp).** Write the driven orbital as
$$\phi_v(t)=e^{-i\varepsilon_vt/\hbar}\left[\psi_v+\lambda e^{\omega t/\hbar}\chi_v+O(\lambda^2)\right].$$
In $i\hbar\,\partial_t\phi_v=(H+\lambda Ve^{\omega t/\hbar})\phi_v$, the time derivative multiplies the first-order term by $i\hbar(-i\varepsilon_v+\omega)/\hbar=\varepsilon_v+i\omega$. The terms linear in $\lambda$ therefore give
$$(\varepsilon_v+i\omega)\chi_v=H\chi_v+V\psi_v,\qquad (H-\varepsilon_v-i\omega)\chi_v=-V\psi_v. \tag{3}$$
The eigenvalues of $H-\varepsilon_v$ are real, so the operator on the left is invertible for $\omega>0$. The density is $2\sum_v|\phi_v|^2$, whose linear coefficient is
$$\Delta n=2\sum_v(\psi_v^*\chi_v+\psi_v\chi_v^*)=4\,\mathrm{Re}\sum_v\psi_v^*\chi_v. \tag{4}$$
One factor 2 is spin; the other comes from adding the complex conjugate.

**Lemma 2 (filled states cancel).** Replacing $\chi_v$ by $P_c\chi_v$ leaves (4) unchanged.

*Proof.* Taking the inner product of (3) with $\psi_m$ gives $\langle\psi_m|\chi_v\rangle=-V_{mv}/(\varepsilon_m-\varepsilon_v-i\omega)$. For two filled states $u,v$ put $A_{uv}=\psi_v^*\psi_uV_{uv}$ and $d=\varepsilon_u-\varepsilon_v$. Since $V$ is Hermitian, $A_{vu}=A_{uv}^*$. The two terms of the pair add to
$$\frac{A_{uv}}{d-i\omega}+\frac{A_{uv}^*}{-d-i\omega}=z-z^*,\qquad z=\frac{A_{uv}}{d-i\omega}.$$
This is imaginary, so its real part is zero. For $u=v$, $A_{vv}$ is real and $A_{vv}/(-i\omega)$ is imaginary as well. $\square$

*Proof of the theorem.* $P_c$ commutes with $H$. Applying it to (3) shows that $P_c\chi_v$ solves (1), so $\Delta\psi_v=P_c\chi_v$. Lemma 2 gives the first equality in (2), and inserting the empty components of $\chi_v$ gives the second. Every denominator in (2) has magnitude at least $E_g$, so the limit $\omega\to0$ exists and is solved by (1) at $\omega=0$. $\square$

The empty states have not been neglected. The inverse of $H-\varepsilon_v-i\omega$ on the empty space contains them all, and a linear solver applies that inverse using products with $H$ and the projector, which is built from filled states.

**A check against the definition.** Take a ring of eight sites with hopping strength 1 and a total flux phase of 1.0 rad spread evenly over the bonds. The site energies are $(0.3,-0.2,0.5,0,-0.4,0.1,0.2,-0.5)$ and $V=(1,0,-0.5,0.3,0,0.8,-1,0.2)$, with three filled orbitals and $\omega=0.5$. The time-dependent equation was integrated from $t=-20\hbar/\omega$ to 0 with $\lambda=\pm10^{-3}$, and half the density difference was divided by $10^{-3}$. The result differs from (2) by $4.5\times10^{-8}$ of its largest value. This test uses neither perturbation theory nor a sum over states.

## What the projector does

**Proposition 1 (error bound).** On the empty space,
$$\|(H-\varepsilon_v-i\omega)x\|^2=\sum_c\left[(\varepsilon_c-\varepsilon_v)^2+\omega^2\right]|x_c|^2\ge(E_g^2+\omega^2)\|x\|^2. \tag{5}$$
If an approximate solution in that space leaves a residual $r$, its error $e$ satisfies $(H-\varepsilon_v-i\omega)e=r$ up to sign, hence
$$\|e\|\le\frac{\|r\|}{\sqrt{E_g^2+\omega^2}}. \tag{6}$$

For the ring, $E_g=0.9596$ and the bound is $\sqrt{0.9596^2+0.5^2}=1.082$. The smallest singular value computed for the highest filled state is 1.0820, so the bound is attained there.

By Lemma 2 the projector is not needed for the density when $\omega>0$. On the ring, densities with and without it agree to $7\times10^{-16}$. The orbitals differ, however: without projection, $\chi_v$ contains the component $V_{vv}/(i\omega)$, which diverges as $\omega\to0$. At $\omega=0.001$ the largest norm is 197 without projection and 0.230 with it. This component adds only an imaginary term to $\psi_v^*\chi_v$ and so drops out of the exact density. In a numerical solution, however, the operator is nearly singular, and small errors of the solver are amplified and can reach the density. Projection removes this difficulty.

On the real frequency axis the denominators become $\varepsilon_c-\varepsilon_v-\omega$ and vanish at each transition. Bound (6) therefore does not carry over: below the gap the denominators still stay at least $E_g-\omega$ away from zero, but above it no such bound holds in general.

**Proposition 2 (partial filling).** Let state $n$ carry the fixed occupation $f_n$ per spin. For $\omega>0$ equation (3), solved without projection for every state with $f_n\ne0$, still gives the response:
$$\Delta n=4\,\mathrm{Re}\sum_nf_n\psi_n^*\chi_n
=-2\,\mathrm{Re}\sum_{nm}(f_n-f_m)\frac{\psi_n^*\psi_mV_{mn}}{\varepsilon_m-\varepsilon_n-i\omega}. \tag{7}$$

*Proof.* Lemma 1 holds for each orbital separately, and the evolution keeps $f_n$ fixed. Let $z_{mn}$ be the fraction in (7). The algebra of Lemma 2 gives $z_{nm}=-z_{mn}^*$, so $\mathrm{Re}\,z_{nm}=-\mathrm{Re}\,z_{mn}$. Averaging $\sum f_n\mathrm{Re}\,z_{mn}$ with the same sum after exchanging $n$ and $m$ gives $\tfrac12\sum(f_n-f_m)\mathrm{Re}\,z_{mn}$. $\square$

Projecting out every partly filled state would delete transitions with $f_n\ne f_m$. With occupations $(1,1,0.7,0.3)$ on the ring, that mistake changes the density by 16% of its largest value, while the unprojected form agrees with the time ramp to $4.6\times10^{-8}$. Equation (1) therefore requires occupations that are 0 or 1. For $\omega>0$ Lemmas 1 and 2 use nothing else, so (2) holds even at zero gap; the gap secures the static limit and keeps bound (6) finite as $\omega\to0$. A metal with fractional occupations needs (7), or a projector weighted by the occupations.

## The form used in crystals

**Proposition 3 (time reversal).** If $H$ is real in the position representation, and $\Delta\psi_v^{\pm}$ solves (1) with $\pm\omega$, then
$$\Delta n=2\sum_v\psi_v^*(\Delta\psi_v^++\Delta\psi_v^-). \tag{8}$$

*Proof.* A real $H$ has a complete set of real eigenfunctions. For real $\psi_v$, conjugating (1) reverses the sign of $i\omega$ and changes nothing else, so $\Delta\psi_v^-=(\Delta\psi_v^+)^*$ and (8) equals (2). Within a degenerate level the sum in (8) depends on the filled states through their projector $\sum_v|\psi_v\rangle\langle\psi_v|$, so any orthonormal set may be used, complex Bloch states included. $\square$

With $K=H-\varepsilon_v$ on the empty space,
$$\Delta\psi_v^++\Delta\psi_v^-=-\left[\frac1{K-i\omega}+\frac1{K+i\omega}\right]P_cV\psi_v=-\frac{2K}{K^2+\omega^2}P_cV\psi_v. \tag{9}$$

Unless its total phase on the ring is a multiple of $\pi$, a magnetic flux makes $H$ complex in every gauge and invalidates (8). The part missing from its real part is
$$2\,\mathrm{Re}\sum_v\psi_v^*(\Delta\psi_v^+-\Delta\psi_v^-)=4\omega\,\mathrm{Im}\sum_v\psi_v^*\frac1{K^2+\omega^2}P_cV\psi_v,$$
because the difference of the two inverses is $2i\omega/(K^2+\omega^2)$. It vanishes at $\omega=0$. On the ring at $\omega=0.5$, the real part of (8) is wrong by 8.0% of the largest density with the flux, and shows no error without it. Form (2) holds in both cases.

Unlike (2), the right side of (8) is linear in $V$ over complex numbers. It therefore applies to $V=e^{i(\mathbf q+\mathbf G')\cdot\mathbf r}$, the sum of a real potential and $i$ times another. Let the crystal have $N_k$ cells of volume $\Omega$, with orbitals normalized over the whole crystal. The source $V\psi_{v\mathbf k}$ has wavevector $\mathbf k+\mathbf q$, so the equation is solved there and the filled states at $\mathbf k+\mathbf q$ are projected out. Defining $\Delta n=\sum_{\mathbf G}\chi_{\mathbf{GG}'}e^{i(\mathbf q+\mathbf G)\cdot\mathbf r}$ and taking the Fourier component of (8),
$$\chi_{\mathbf{GG}'}(\mathbf q,i\omega)=\frac{2}{N_k\Omega}\sum_{v\mathbf k}\langle v\mathbf k|e^{-i(\mathbf q+\mathbf G)\cdot\mathbf r}|\Delta\psi^+_{v\mathbf k}+\Delta\psi^-_{v\mathbf k}\rangle. \tag{10}$$
With $M_{\mathbf G}=\langle c,\mathbf k+\mathbf q|e^{i(\mathbf q+\mathbf G)\cdot\mathbf r}|v\mathbf k\rangle$ and $D=\varepsilon_{c,\mathbf k+\mathbf q}-\varepsilon_{v\mathbf k}$, equation (9) turns this into
$$\chi_{\mathbf{GG}'}=-\frac4{N_k\Omega}\sum_{vc\mathbf k}\frac{D}{D^2+\omega^2}M_{\mathbf G}^*M_{\mathbf G'}. \tag{11}$$

For a $\mathbf q$ that does not connect mesh points, take $\mathbf k=\boldsymbol\kappa-\mathbf q/2$ on a mesh of $\boldsymbol\kappa$ symmetric under inversion. Time reversal maps the transition $\mathbf k+\mathbf q\to\mathbf k$ to $-\mathbf k-\mathbf q\to-\mathbf k$, which is the member $-\boldsymbol\kappa$ of the same set.

The dielectric matrix and macroscopic function are
$$\epsilon=1-v^{1/2}\chi v^{1/2},\qquad \epsilon_M=\frac1{(\epsilon^{-1})_{\mathbf{00}}},\qquad v_{\mathbf G}=\frac{e^2}{\varepsilon_0|\mathbf q+\mathbf G|^2}.$$

**Proposition 4 (truncation lowers screening).** With all else fixed, omitting empty states from (11) cannot raise $\epsilon_M$.

*Proof.* For any vector $a$, each term of (11) contributes to $a^\dagger\chi a$ a negative factor times $|\sum_{\mathbf G}M_{\mathbf G}a_{\mathbf G}|^2$. Dropping terms therefore gives $1\le\epsilon_{\rm tr}\le\epsilon$ as matrices. Then $\epsilon^{-1/2}\epsilon_{\rm tr}\epsilon^{-1/2}\le1$, its inverse is at least 1, and $\epsilon_{\rm tr}^{-1}\ge\epsilon^{-1}$. The $\mathbf{00}$ element of the inverse is thus larger in the truncated case, and its reciprocal smaller. $\square$

## The high-frequency limit

This limit fixes the absolute prefactor. When $\omega$ far exceeds all contributing $D$, (11) gives
$$-v_{\mathbf 0}\chi_{\mathbf{00}}\omega^2\to\frac{4v_{\mathbf 0}}{N_k\Omega}\sum_{vc\mathbf k}D|M_{\mathbf 0}|^2.$$
Filled final states may be added to the sum: time reversal pairs such transitions with equal $|M_{\mathbf 0}|^2$ and opposite $D$. Completeness then gives, for each filled state and a local crystal potential,
$$\sum_mD|M_{\mathbf 0}|^2=\langle v\mathbf k|e^{-i\mathbf q\cdot\mathbf r}He^{i\mathbf q\cdot\mathbf r}-H|v\mathbf k\rangle=\frac{\hbar^2q^2}{2m_e}+\frac{\hbar\mathbf q\cdot\langle\mathbf p\rangle}{m_e}.$$
The last term cancels between $\mathbf k$ and $-\mathbf k$ in a converged zone sum. An electron density $n$ means $N_k\Omega n/2$ filled orbitals, so
$$-v_{\mathbf 0}\chi_{\mathbf{00}}\omega^2\to\frac{e^2}{\varepsilon_0q^2}\,\frac4{N_k\Omega}\,\frac{N_k\Omega n}2\,\frac{\hbar^2q^2}{2m_e}=\frac{\hbar^2e^2n}{\varepsilon_0m_e}=E_p^2. \tag{12}$$

## Silicon

The model uses a local empirical pseudopotential with these rounded silicon form factors: $-2.857$, 0.544 and 1.088 eV for $|\mathbf G|^2=3,8,11$ in units of $(2\pi/a)^2$, with $a=0.5431$ nm. It is semiempirical, not a self-consistent density-functional calculation. The cutoff is 107.1 eV (99 to 107 plane waves), the mesh $4\times4\times4$, and $\mathbf q=0.1(2\pi/a)$ along $x$, or 1.157 nm$^{-1}$. Fifteen $\mathbf G$ vectors and four filled bands give $64\times15\times4=3840$ linear equations per frequency. Since $H$ and the sources are real in this plane-wave representation, the solution for $-\omega$ is the conjugate of that for $+\omega$ and needs no second solve.

The equations were solved by preconditioned conjugate gradients with unconjugated inner products, in at most 23 steps. The largest residual was $9.7\times10^{-10}$ of its source. With the model gap of 0.816 eV (it rises by about 0.006 eV at a cutoff of 163 eV), (6) limits the static orbital error to $9.7\times10^{-10}/0.816=1.2\times10^{-9}$ per eV, times the source norm. Full diagonalization, with every empty state summed, gave the same dielectric matrix:

| $\omega$ (eV) | $\epsilon_M$, both methods | largest matrix difference |
|---|---|---|
| 0 | 10.677 | $5.7\times10^{-12}$ |
| 5 | 5.485 | $1.4\times10^{-12}$ |
| 20 | 1.594 | $6.3\times10^{-13}$ |

The agreement shows that the two methods are equivalent in this basis, not that silicon is described to that accuracy. Without local fields the static value would be $\epsilon_{\mathbf{00}}=11.47$.

For the limit (12), eight electrons in $\Omega=a^3/4=0.0400$ nm$^3$ give $E_p=16.60$ eV. The response at 2000 eV on a $6\times6\times6$ mesh gives 16.55 eV, 0.3% lower; the $8\times8\times8$ and $10\times10\times10$ meshes also give 16.55 eV, so the remainder is not a mesh error, and the shares of cutoff and finite frequency were not separated. The $4\times4\times4$ mesh gives 16.65 eV. At 20 eV the limiting law would predict $1+(16.60/20)^2=1.69$, about 6% above the computed 1.594, so the limit is not yet reached there. Two corrections of the next order, $\omega^{-4}$, contribute: the finite transition energies and the local fields included in $\epsilon_M$. Without local fields $\epsilon_{\mathbf{00}}$ at 20 eV is 1.613, so they account for about a fifth of the difference. On $6\times6\times6$ and denser meshes $\epsilon_M$ at 20 eV falls from 1.594 to 1.585.

**What truncation does.** The static sum was cut at a given total number of bands, with all else fixed. The last column refers to $\epsilon_{\mathbf{GG}}-1$ at $\mathbf G=(2\pi/a)(0,0,2)$.

| bands | $\epsilon_M$ too low by | $\epsilon_{\mathbf{GG}}-1$ too low by |
|---|---|---|
| 10 | 0.89% | 44% |
| 20 | 0.26% | 17% |
| 40 | 0.015% | 1.7% |
| 80 | below 0.001% | 0.02% |

Ten bands look sufficient if $\epsilon_M$ alone is watched, yet nearly half the short-range response is absent, and $(\epsilon^{-1})_{\mathbf{GG}}$ is 17% too high. The reason follows from the sum above (12): with $\mathbf q+\mathbf G$ in place of $\mathbf q$, the mean energy transfer, averaged over filled states, is $\hbar^2|\mathbf q+\mathbf G|^2/2m_e$. Here that is about $4\times5.1=20$ eV. This mean runs over all final states, filled ones included, whose contributions cancel in pairs. Over the empty final states alone, which carry 77% of the weight, it is 26.5 eV, so high bands must take part. The screened interaction $W=v^{1/2}\epsilon^{-1}v^{1/2}$ uses all these elements, so a convergence study for GW has to look beyond $\epsilon_M$. Equation (1) removes this parameter from the polarizability.

**What remains.** Changing one setting at a time from the static value 10.677:

- A $6\times6\times6$ mesh gives 10.21, a change of $-4.4\%$; $8\times8\times8$ and $10\times10\times10$ give 10.18 and 10.17, or $-4.7\%$.
- A cutoff of 163.2 eV gives 10.70, or $+0.2\%$.
- Half the wavevector gives 11.11, or $+4.1\%$, on the unconverged $4\times4\times4$ mesh; on an $8\times8\times8$ mesh the same change is $+3.0\%$ (10.18 to 10.48).
- Raising all empty bands by 0.1 eV gives 10.47, or $-1.9\%$.
- Adding an exchange-only local kernel $dv_x/dn$ to the Coulomb interaction between density changes gives 10.99, or $+2.9\%$. This is a local exchange correction within the fifteen-vector matrix, not a converged value: with 27 to 59 vectors it is $+6$ to $+7\%$. The long-range electron-hole attraction, which such a kernel lacks, was not sized.

The mesh error exceeds the ten-band truncation error in $\epsilon_M$, so removing the band sum does not by itself make that number accurate. The fifteen $\mathbf G$ vectors are a further limit. Since $\epsilon_M$ is the minimum of $a^\dagger\epsilon a$ over all vectors with $a_{\mathbf 0}=1$, a larger matrix can only lower it. With 27, 51 and 59 vectors the static value falls to 10.50, 10.34 and 10.28, the last a change of $-3.8\%$ that is not yet converged, so this error is comparable to that of the mesh.

**Beside real silicon.** The measured static dielectric constant is roughly 12 and the gap roughly 1.1 eV. The model gap is clearly low, and the model $\epsilon_M$ belongs to a finite wavevector and a coarse mesh, so its nearness to 12 is no validation. Spin-orbit coupling and nonlocal pseudopotential terms are left out and were not sized. At 300 K and with the model gap, the thermal factor $e^{-E_g/2k_BT}$ is $1.4\times10^{-7}$, so filled and empty bands are well separated in undoped material. Doping breaks this assumption in devices. Nondegenerate carriers of density $n_d$ respond to a slowly varying static potential by $-n_dV/k_BT$, which adds
$$\frac{e^2}{\varepsilon_0q^2}\,\frac{n_d}{k_BT}$$
to $\epsilon_{\mathbf{00}}$. At finite $q$ this is an upper bound: the static response integrates the density correlation over imaginary time, and that correlation is largest at equal times, where it is at most $n_d$ for independent carriers. The integral over the imaginary-time interval, of length $1/k_BT$ in units of inverse energy, is then at most $n_d/k_BT$. For $10^{18}$ cm$^{-3}$ the bound is 0.52, about 5% of $\epsilon_M$. Conduction electrons contribute less than this at the present $q$, because $\hbar^2q^2/2m^*$ exceeds $k_BT$ for both the longitudinal and the transverse mass. Towards long wavelengths the bound is approached and grows as $1/q^2$. Doped silicon then calls for Proposition 2 in place of (1), with the static response obtained by letting $\omega\to0$ at fixed $q$.

## Scope

The theorem covers the polarizability, and through it $W$. The GW self-energy also contains the Green function $(z-H)^{-1}$, which involves every state of the basis. If that factor is written as a truncated band sum, its error remains, and it needs a linear-equation treatment of its own.

Nor does the theorem promise a faster calculation in every case. With about 100 plane waves, full diagonalization is easy, and it served here as the reference. The equations become attractive when the basis is far larger than the number of filled states, because the empty orbitals then need be neither computed nor stored. The numerical output below gives the values to more digits.

## Numbers as computed

```
RING (energies in units of the hopping)
sites 8, filled orbitals 3, flux 1.0 rad, omega 0.5
gap 0.9596, smallest singular value 1.0820
Sternheimer vs time ramp, relative difference 4.5e-08
with vs without projector, relative diff. 6.8e-16
fractional filling, unprojected vs ramp 4.6e-08
fractional filling, projected vs ramp 0.163
time-reversed form, error without flux 0.0e+00
time-reversed form, error with flux 0.0801
omega 0.001: largest norm of dpsi, projected 0.230
omega 0.001: largest norm, unprojected 197.2
SILICON MODEL
lattice parameter 0.5431 nm, q 1.1569 nm^-1
form factors (G^2 = 3, 8, 11) in eV: -2.857, 0.544, 1.088
cutoff 107.1 eV, plane waves 99-107
G vectors 15, k points 64, indirect gap 0.816 eV
worst relative solver residual 9.7e-10
omega  0.0 eV: eps_M Sternheimer 10.677149, all states 10.677149
   largest matrix difference 5.7e-12, solver steps 23
omega  5.0 eV: eps_M Sternheimer 5.484641, all states 5.484641
   largest matrix difference 1.4e-12, solver steps 23
omega 20.0 eV: eps_M Sternheimer 1.593594, all states 1.593594
   largest matrix difference 6.3e-13, solver steps 21
static eps_00 without local fields 11.4744
Truncated sums, omega = 0; last G = 2pi/a * [0 0 2]
bands  10: eps_M 10.5826, low by 0.886 %, eps_GG-1 low by 43.85 %
bands  20: eps_M 10.6491, low by 0.263 %, eps_GG-1 low by 17.25 %
bands  40: eps_M 10.6755, low by 0.015 %, eps_GG-1 low by 1.66 %
bands  80: eps_M 10.6771, low by 0.000 %, eps_GG-1 low by 0.02 %
plasma energy from chi at 2000 eV: 16.548 eV
plasma energy from electron density: 16.596 eV
SIZES OF NEGLECTED EFFECTS (static eps_M)
6x6x6 mesh: 10.2103
cutoff 163.2 eV (172-194 plane waves): 10.6979
half the wavevector: 11.1105
empty bands raised by 0.1 eV: 10.4709
with local exchange kernel: 10.9910
thermal factor exp(-gap/2kT) at 300 K: 1.4e-07
free carriers 1e+18 cm^-3 add at most 0.523
```
